\section*{Why 3F lies below 3P: angular pair distributions and Coulomb repulsion}

\section{A gap that the Fermi hole does not explain}

Place two electrons in the same normalized $d$ radial function, proportional to $r^2e^{-\zeta r}$ with $\zeta=4.0\,a_0^{-1}$. Their Coulomb repulsion is $0.9363$ hartree in the term $^3F$ and $1.0427$ hartree in $^3P$. The radial function is the same, both terms are triplets, both pair densities vanish when the electrons meet, and the mean angle between the electrons, seen from the nucleus, is $90^\circ$ in both. Yet the repulsions differ by $0.1064$ hartree, or $2.90$ eV.

The difference must come from the distribution of the angle $\theta_{12}$ about its mean. These notes compute that distribution and weigh what close, sideways and opposite pairs contribute. Hartree atomic units are used.

The model is a single configuration $l^2$ with a common real radial function $R$, without spin-orbit coupling. Within it, $^3F$ lies below $^3P$ in $d^2$, and $^1D$ below $^1S$ in $p^2$, whatever $R$ is. The wider claim that the largest $L$ is lowest at every fixed spin is false: in $d^2$ the singlet $^1D$ lies below $^1G$. Hund's second rule concerns terms of maximal spin. The $p^2$ singlets are therefore outside it, although they happen to follow the same order.

\section{The distribution of the angle}

\subsection{Reduction to one electron on an axis}

The spatial function is $R(r_1)R(r_2)\Phi_{LM}(\Omega_1,\Omega_2)$, with
\begin{equation}
\Phi_{LM}=\sum_{m_1m_2}C(lm_1,lm_2|LM)\,Y_{lm_1}(\Omega_1)Y_{lm_2}(\Omega_2).
\end{equation}
Exchange multiplies it by $(-1)^L$. To see this, list the products $|m_1m_2\rangle$ with $M=2l-n$, for $0\le n\le 2l$. There are $n+1$ of them. Going from $n-1$ to $n$ adds one symmetric combination if $n$ is even and one antisymmetric combination if $n$ is odd. The added state is the top state of $L=2l-n$, and lowering operators preserve exchange symmetry. Thus odd $L$ is spatially antisymmetric and needs a triplet spin function; even $L$ needs a singlet.

Let $w=\cos\theta_{12}$, and let $D_L(w)$ be its probability density on $[-1,1]$. It is the expectation value of $\delta(w-\cos\theta_{12})$, which is unchanged by joint rotations, so it does not depend on $M$. We may average over $M$. The averaged density $\sum_M|\Phi_{LM}|^2/(2L+1)$ is also rotation invariant, because rotations mix the $2L+1$ states unitarily. It can be evaluated with electron 1 on the $z$ axis. Integration over the direction of electron 1 gives $4\pi$, and integration over the azimuth of electron 2 about it gives $2\pi$. On the axis,
\begin{equation}
Y_{lm_1}(\hat z)=\delta_{m_10}\sqrt{\frac{2l+1}{4\pi}} ,
\end{equation}
so that $m_1=0$, $m_2=M$, and
\begin{align}
D_L(w)&=\frac{8\pi^2}{2L+1}\,\frac{2l+1}{4\pi}\sum_M C(l0,lM|LM)^2|Y_{lM}|^2\nonumber\\
&=\frac{2\pi(2l+1)}{2L+1}\sum_M C(l0,lM|LM)^2|Y_{lM}(\theta_{12})|^2.
\label{axis}
\end{align}

\subsection{The two triplets of $d^2$}

For normalized antisymmetric products write $[a,b]=(|ab\rangle-|ba\rangle)/\sqrt2$. Lowering one $d$ electron gives the factors $2,\sqrt6,\sqrt6,2$ for $2\to1\to0\to-1\to-2$. Lowering a coupled state gives $\sqrt{L(L+1)-M(M-1)}$. Start from $|3,3\rangle=[2,1]$. Lowering the $2$ gives $[1,1]=0$; lowering the $1$ gives $\sqrt6\,[2,0]$. The coupled factor is also $\sqrt6$, hence $|3,2\rangle=[2,0]$. The next step has coupled factor $\sqrt{10}$:
\begin{equation}
|3,1\rangle=\frac{2[1,0]+\sqrt6\,[2,-1]}{\sqrt{10}},\qquad
|1,1\rangle=\frac{\sqrt6\,[1,0]-2[2,-1]}{\sqrt{10}}.
\end{equation}
The second state is fixed, up to a sign, by orthogonality. A product with $m_1=0$ carries half the weight of $[M,0]$. The squared coefficients are therefore $\tfrac12$ and $\tfrac15$ for $^3F$ at $|M|=2,1$, and $\tfrac3{10}$ for $^3P$ at $|M|=1$. Negative $M$ gives the same squares by reflection. At $M=0$ both electrons would have $m=0$, which antisymmetry forbids.

The harmonics needed are
\begin{equation}
\begin{aligned}
|Y_{20}|^2&=\frac{5(3w^2-1)^2}{16\pi},\\
|Y_{2,\pm1}|^2&=\frac{15w^2(1-w^2)}{8\pi},\qquad
|Y_{2,\pm2}|^2=\frac{15(1-w^2)^2}{32\pi}.
\end{aligned}
\end{equation}
With both signs of $M$ included, Eq.~\eqref{axis} gives
\begin{align}
D_F&=\frac{10\pi}{7}\left[\frac25|Y_{21}|^2+|Y_{22}|^2\right]\nonumber\\
&=\frac{75}{28}(1-w^2)\left[\frac{2w^2}{5}+\frac{1-w^2}{4}\right]
=\frac{15}{112}(1-w^2)(5+3w^2),\\
D_P&=\frac{10\pi}{3}\,\frac35|Y_{21}|^2=\frac{15}{4}w^2(1-w^2).
\end{align}
Both vanish at $w=1$: this is the Fermi hole. But the holes are not equally wide. As $w\to1$,
\begin{equation}
\frac{D_P}{D_F}=\frac{28w^2}{5+3w^2}\longrightarrow\frac72.
\end{equation}
At $90^\circ$ the contrast is reversed: $D_P=0$, while $D_F=75/112\approx0.67$.

\subsection{The two singlets of $p^2$}

Lowering a $p$ electron gives $\sqrt2$ at each step. From $|2,2\rangle=|11\rangle$ one obtains $|2,1\rangle=(|10\rangle+|01\rangle)/\sqrt2$, and then
\begin{equation}
|2,0\rangle=\frac{2|00\rangle+|1,-1\rangle+|-1,1\rangle}{\sqrt6}.
\end{equation}
The squared coefficients for $^1D$ are $\tfrac12$ at $|M|=1$ and $\tfrac23$ at $M=0$. The weights of $|00\rangle$ in $L=2,1,0$ add to one, and its weight in the antisymmetric $L=1$ is zero, so $^1S$ has $\tfrac13$. With $|Y_{10}|^2=3w^2/4\pi$ and $|Y_{11}|^2=3(1-w^2)/8\pi$,
\begin{align}
D_{^1D}&=\frac{6\pi}{5}\left[\frac23\,\frac{3w^2}{4\pi}+\frac{3(1-w^2)}{8\pi}\right]=\frac{3(3+w^2)}{20},\\
D_{^1S}&=6\pi\,\frac13\,\frac{3w^2}{4\pi}=\frac{3w^2}{2}.
\end{align}
There is no Fermi hole here, but the higher term again has more weight at both ends and less at $90^\circ$.

\section{Weighing close pairs against opposite pairs}

Every $D_L$ is even in $w$. In the two comparisons above, the higher term does not simply put the electrons on the same side of the nucleus: it adds equally to close and to opposite pairs, at the expense of sideways pairs. Whether this costs energy depends on the repulsion at fixed angle,
\begin{equation}
V(w)=\int_0^\infty\!\!\int_0^\infty
\frac{R(r_1)^2R(r_2)^2\,r_1^2r_2^2\,dr_1dr_2}{\sqrt{r_1^2+r_2^2-2r_1r_2w}}.
\end{equation}
Radii and angle are independent in this model, so the repulsion of a term is $E_L=\int_{-1}^1D_L(w)V(w)\,dw$.

For the $d$ function of the example, $V$ is $1.8842$, $0.8445$ and $0.6356$ hartree at $30^\circ$, $90^\circ$ and $150^\circ$. Moving a pair from $90^\circ$ to $30^\circ$ costs
\[
1.8842-0.8445=1.0397\ \text{hartree},
\]
whereas moving one to $150^\circ$ saves $0.8445-0.6356=0.2089$ hartree. The cost is about five times the saving. Half a pair moved each way gives a mean of $1.2599$ hartree, which is $0.4154$ hartree above the sideways value.

The distributions show how much weight is moved. The probability of an angle between $60^\circ$ and $120^\circ$ is $0.642$ in $^3F$ and $0.266$ in $^3P$. The probability of an angle below $30^\circ$ is $0.017$ and $0.053$, and by evenness the same numbers hold above $150^\circ$.

\subsection{An ordering that does not depend on the radial function}

Sample angles do not prove an ordering. Since $D_L$ is even, only $V_e(w)=\tfrac12[V(w)+V(-w)]$ enters. For fixed radii set $a=r_1^2+r_2^2$ and $b=2r_1r_2$. The contribution of these radii to $V_e'$ is
\begin{equation}
\frac b4\left[(a-bw)^{-3/2}-(a+bw)^{-3/2}\right],
\end{equation}
which is positive for $0<w<1$. The even part of the repulsion therefore rises all the way from sideways pairs to collinear ones.

Define $C_L(x)=\int_0^x2D_L(w)\,dw$, the probability that $|w|<x$. For two terms $a$ and $b$ (now used as labels), integration by parts gives
\begin{align}
E_b-E_a&=\int_0^1(C_b'-C_a')V_e\,dx\nonumber\\
&=\Bigl[(C_b-C_a)V_e\Bigr]_0^1+\int_0^1(C_a-C_b)V_e'\,dx.
\label{parts}
\end{align}
The boundary term vanishes at $x=0$, where both $C$ are zero. At $x=1$ both are one, but $V_e$ may diverge there. For $0\le w<1$, $2r_1r_2\le r_1^2+r_2^2$ implies
\begin{equation}
r_1^2+r_2^2-2r_1r_2w\ge(1-w)(r_1^2+r_2^2),
\end{equation}
so $V(w)\le(1-w)^{-1/2}\langle1/r\rangle$. The difference $C_b-C_a$ vanishes at least as fast as $1-x$, and the product goes to zero if $\langle1/r\rangle$ is finite, as it is for an orbital of finite kinetic energy.

For the triplets,
\begin{align}
C_F&=\frac{15}{56}\left(5x-\frac{2x^3}{3}-\frac{3x^5}{5}\right)=\frac{75x-10x^3-9x^5}{56},\\
C_P&=\frac{15}{2}\left(\frac{x^3}{3}-\frac{x^5}{5}\right)=\frac{140x^3-84x^5}{56},\\
C_F-C_P&=\frac{75}{56}x(1-x^2)^2>0\qquad(0<x<1).
\end{align}
For $p^2$, $C_{^1D}=(9x+x^3)/10$ and $C_{^1S}=x^3$, with difference $\tfrac9{10}x(1-x^2)>0$. Both factors in the last integral of Eq.~\eqref{parts} are positive. Hence $^3F$ has less repulsion than $^3P$, and $^1D$ less than $^1S$, for every admissible $R$. The one-electron energies are equal at common $R$, so the total energies have the same order.

\section{Weighing the multipoles}

The same gap can be divided by multipole order. With $r_<$ and $r_>$ the smaller and larger radius,
\begin{equation}
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(w),\qquad
E_L=\sum_k\langle P_k\rangle_LF^k,
\end{equation}
where $F^k$ is the average of $r_<^k/r_>^{k+1}$ over the two radial densities. The distributions are even polynomials of degree at most $2l$, so only $k=0,2$ enter for $p^2$ and $k=0,2,4$ for $d^2$. Integration of the densities gives
\begin{align}
^3F:&\quad\langle w^2\rangle=\tfrac{11}{49},\ \langle w^4\rangle=\tfrac5{49};&
^3P:&\quad\langle w^2\rangle=\tfrac37,\ \langle w^4\rangle=\tfrac5{21}.
\end{align}
Inserting these in $P_2=(3w^2-1)/2$ and $P_4=(35w^4-30w^2+3)/8$ yields
\begin{align}
E_F&=F^0-\tfrac8{49}F^2-\tfrac1{49}F^4,\\
E_P&=F^0+\tfrac17F^2-\tfrac4{21}F^4,\\
E_P-E_F&=\tfrac{15}{49}F^2-\tfrac{25}{147}F^4
=\tfrac{15}{49}\left(F^2-\tfrac59F^4\right).
\label{dgap}
\end{align}
Since $r_<\le r_>$, $F^4\le F^2$, which confirms the sign. Even for a thin radial shell, where $F^4$ approaches $F^2$, a factor $4/9$ survives in the bracket.

In the example $F^0=1.0326$, $F^2=0.5451$ and $F^4=0.3555$ hartree. The monopole, the largest part of the repulsion, contributes nothing to the gap. The other two contribute
\[
\tfrac{15}{49}(0.5451)-\tfrac{25}{147}(0.3555)=0.1669-0.0605=0.1064\ \text{hartree}.
\]
The quadrupole favours $^3F$; the $k=4$ term favours $^3P$ and cancels about $36\%$ of the quadrupole part.

For $p^2$, $\langle w^2\rangle$ is $\tfrac9{25}$ in $^1D$ and $\tfrac35$ in $^1S$. Thus $\langle P_2\rangle$ is $\tfrac1{25}$ and $\tfrac25$, and the gap is $\tfrac9{25}F^2$. For the function $re^{-\zeta r}$ with $\zeta=2.0\,a_0^{-1}$, $F^2=0.3516$ hartree, so the gap is $0.36\times0.3516=0.1266$ hartree, or $3.44$ eV. Nothing opposes the quadrupole here.

\section{Where larger $L$ loses}

\subsection{The singlets $^1G$ and $^1D$ of $d^2$}

Let $\{a,b\}=(|ab\rangle+|ba\rangle)/\sqrt2$ for $a\ne b$. Lowering $|4,4\rangle=|22\rangle$ gives $|4,3\rangle=\{2,1\}$. Two more steps, with coupled factors $\sqrt{14}$ and $\sqrt{18}$, give
\begin{equation}
|4,2\rangle=\frac{2\sqrt2\,|11\rangle+\sqrt6\{2,0\}}{\sqrt{14}},\qquad
|4,1\rangle=\frac{\sqrt6\{1,0\}+\{2,-1\}}{\sqrt7}.
\end{equation}
At $M=2$ and $M=1$ the symmetric space has two dimensions, so $^1D$ has the complementary weights: $\tfrac47$ of $\{2,0\}$ and $\tfrac17$ of $\{1,0\}$. Halving gives squared coefficients $\tfrac3{14},\tfrac37$ for $^1G$ and $\tfrac27,\tfrac1{14}$ for $^1D$ at $|M|=2,1$. For $M=0$, lowering $\{1,0\}$ produces $\sqrt{12}\,|00\rangle$, and lowering $\{2,-1\}$ produces none. With coupled factors $\sqrt{20}$ and $\sqrt6$, the weights of $|00\rangle$ are
\begin{equation}
^1G:\ \frac{6\cdot12}{7\cdot20}=\frac{18}{35},\qquad
^1D:\ \frac{12}{7\cdot6}=\frac27.
\end{equation}
Equation~\eqref{axis} now gives
\begin{align}
D_G&=\frac{10\pi}{9}\left[\frac{18}{35}|Y_{20}|^2+\frac67|Y_{21}|^2+\frac37|Y_{22}|^2\right]\nonumber\\
&=\frac{10}{9}\,\frac{81+54w^2+9w^4}{224}=\frac{5(3+w^2)^2}{112},\\
D_{^1D}&=2\pi\left[\frac27|Y_{20}|^2+\frac17|Y_{21}|^2+\frac47|Y_{22}|^2\right]\nonumber\\
&=\frac{5(4-9w^2+9w^4)}{28}.
\end{align}
Both equal $5/7$ at $w=1$, so the density at coincidence does not separate them. The cumulative distributions do:
\begin{align}
C_{^1D}-C_G&=\frac{20x-15x^3+9x^5}{14}-\frac{45x+10x^3+x^5}{56}\nonumber\\
&=\frac58x(1-x^2)^2>0.
\end{align}
By Eq.~\eqref{parts}, $^1D$ is below $^1G$ for every admissible $R$. In the example the gap is $0.0497$ hartree, or $1.35$ eV.

This limits the picture in which electrons with parallel orbital angular momenta circulate in the same sense and so avoid each other. The state $|4,4\rangle$ has the most parallel momenta possible, but it is the plain product $Y_{22}(\Omega_1)Y_{22}(\Omega_2)$. The two directions are statistically independent, and both are concentrated about the same equatorial plane. Nothing in this state makes one electron avoid the other.

\subsection{A triplet above a singlet}

The example also limits what the Fermi hole can do. The repulsion is $1.043$ hartree in $^3P$ and $1.028$ hartree in $^1D$: the triplet is higher, although its density vanishes at coincidence. For $^1D$, $\langle w^2\rangle=\tfrac{43}{147}$ and $\langle w^4\rangle=\tfrac9{49}$, hence $\langle P_2\rangle=-\tfrac3{49}$ and $\langle P_4\rangle=\tfrac4{49}$. Therefore
\begin{equation}
E_P-E_{^1D}=\tfrac{10}{49}F^2-\tfrac{40}{147}F^4
=\tfrac{10}{49}\left(F^2-\tfrac43F^4\right).
\end{equation}
This order does depend on $R$: it holds when $F^4/F^2<3/4$, and the ratio here is $0.65$. A hole at one angle does not fix an energy that samples all angles.

\section{The contribution of orbital relaxation}

So far both terms have used the same orbital. If each term has its own optimum, $R_F$ or $R_P$, the order still holds in the restricted single-configuration model:
\begin{equation}
E_F^{\rm tot}[R_F]\le E_F^{\rm tot}[R_P]<E_P^{\rm tot}[R_P].
\end{equation}
The first relation is the variational principle; the second is the result at common $R$. The one-electron functional must be the same for both terms.

To weigh the effect, let two $d$ electrons move in the attraction $-Z/r$ with $Z=12$. This is a formal excited configuration, used as a model. The function $r^2e^{-\zeta r}$ is the hydrogenic $3d$ function for charge $3\zeta$, with energy $-(3\zeta)^2/18=-\zeta^2/2$. The virial theorem gives kinetic energy $\zeta^2/2$ and attraction $-3\zeta\langle1/r\rangle=-\zeta^2$, so $\langle1/r\rangle=\zeta/3$. The repulsion scales as an inverse length, so write it as $u_L\zeta$. Then
\begin{equation}
E_L^{\rm tot}(\zeta)=\zeta^2-\frac{2Z}{3}\zeta+u_L\zeta,\qquad
\zeta_L=\frac Z3-\frac{u_L}{2},\qquad E_L^{\rm tot}(\zeta_L)=-\zeta_L^2.
\end{equation}
From the values at $\zeta=4$, $u_F=0.9363/4=0.2341$ and $u_P=1.0427/4=0.2607$. The optimum exponents are $3.883$ and $3.870\,a_0^{-1}$: less repulsion lets $^3F$ contract slightly more. The energies are $-15.0774$ and $-14.9743$ hartree, a gap of $0.1031$ hartree, or $2.81$ eV.

Two effects can be separated. At the common exponent $3.870\,a_0^{-1}$ the gap is $-14.9743+15.0772=0.1029$ hartree; it is below $0.1064$ because the orbital is more extended than at $\zeta=4$. Letting $^3F$ then choose its own exponent adds only $0.0002$ hartree. At the separate optima, the repulsions are $0.9089$ and $1.0087$ hartree. Their difference, $0.0998$ hartree, is about $97\%$ of the total gap; the one-electron energies supply the remaining $0.0033$ hartree. That remainder is a near cancellation of two large shifts. The kinetic energy $\zeta_L^2$ of $^3F$ is higher by the whole gap, $0.1031$ hartree, as the virial theorem requires, and its attraction to the nucleus is stronger by $0.1064$ hartree. The share also depends on the charge: with $\bar u=(u_F+u_P)/2$ it equals $(Z/3-\bar u)/(Z/3-\bar u/2)$, which falls to $77\%$ at $Z=2$. In this model, relaxation is a small correction to the size of the gap, but not to its separate kinetic and potential parts.

The conclusion covers the pairs of $p^2$ and $d^2$ terms compared here, each within one configuration; shells with larger $l$ need a separate analysis. The model has no core electrons, and its division of the relaxed gap does not carry over to real atoms. In restricted Hartree--Fock with core shells and orbitals optimized for each term, the order of the terms survives, and the repulsion within the open pair is still smaller in the lower term. The total electron repulsion, however, is larger in the lower term: by about $0.06$ hartree for $^1D$ against $^1S$ in carbon, and by about $0.2$ hartree for $^3F$ against $^3P$ in Ti$^{2+}$. After relaxation the gain appears as stronger attraction to the nucleus. Mixing with other configurations can shift terms of different $L$ by different amounts, and no bound on that shift follows from this argument. Strong spin-orbit coupling makes $L$ and $S$ themselves poor labels. The numerical check checks the angular distributions against the full two-electron functions, and the term energies against a diagonalization of the Coulomb interaction in Gaussian shells.

\section*{Numbers as computed}
\begin{verbatim}
Squared coupling coefficients C(l0,lM|LM)^2 for M = 0, 1, 2 (no unit)
  d2 3F: 0.000000, 0.200000, 0.500000
  d2 3P: 0.000000, 0.300000
  p2 1D: 0.666667, 0.500000
  p2 1S: 0.333333
  d2 1G: 0.514286, 0.428571, 0.214286
  d2 1D: 0.285714, 0.071429, 0.285714
Legendre moments <P_k> (no unit)
  d2 3F: k=2: -8/49, k=4: -1/49
  d2 3P: k=2: 1/7, k=4: -4/21
  p2 1D: k=2: 1/25
  p2 1S: k=2: 2/5
  d2 1G: k=2: 4/49, k=4: 1/441
  d2 1D: k=2: -3/49, k=4: 4/49
D at 0, 30, 90 deg; probability of angle < 30 deg and of 60-120 deg
  d2 3F: D = 0.0000, 0.2427, 0.6696; P = 0.01721, 0.64230
  d2 3P: D = 0.0000, 0.7031, 0.0000; P = 0.05346, 0.26562
  p2 1D: D = 0.6000, 0.5625, 0.4500; P = 0.07781, 0.46250
  p2 1S: D = 1.5000, 1.1250, 0.0000; P = 0.17524, 0.12500
  d2 1G: D = 0.7143, 0.6278, 0.4018; P = 0.08970, 0.42467
  d2 1D: D = 0.7143, 0.4129, 0.7143; P = 0.07279, 0.60045
Ratio D(3P)/D(3F) as the angle goes to 0: 7/2
Exponents: d 4.0, p 2.0 bohr^-1; charge 12 e
V for d2 at 30 deg: 1.884197 hartree
V for d2 at 90 deg: 0.844457 hartree
V for d2 at 150 deg: 0.635583 hartree
Mean of V at 30 and 150 deg: 1.259890 hartree
F^0 for p2: 0.726562 hartree
F^2 for p2: 0.351562 hartree
F^0 for d2: 1.032552 hartree
F^2 for d2: 0.545052 hartree
F^4 for d2: 0.355469 hartree
Repulsion d2 3F: 0.936310 hartree
Repulsion d2 3P: 1.042708 hartree
Repulsion p2 1D: 0.740625 hartree
Repulsion p2 1S: 0.867187 hartree
Repulsion d2 1G: 1.077852 hartree
Repulsion d2 1D: 1.028199 hartree
Gap d2 3P - 3F: 0.106399 hartree = 2.8953 eV
Gap p2 1S - 1D: 0.126562 hartree = 3.4439 eV
Gap d2 1G - 1D: 0.049653 hartree = 1.3511 eV
Relaxed 3F: zeta 3.882961 bohr^-1, total -15.077389 hartree, repulsion 0.908913 hartree
Relaxed 3P: zeta 3.869661 bohr^-1, total -14.974280 hartree, repulsion 1.008732 hartree
3F total energy at the 3P exponent: -15.077212 hartree
Relaxed gap 3P - 3F: 0.103109 hartree = 2.8057 eV
\end{verbatim}
